\section*{Why In-Phase Step Meanders Without Desorption Have No Squared-Slope Term}

\section*{Question}

Atoms land on a vicinal surface and attach to its steps, which advance and may become wavy. If all steps share one shape, a single function $\zeta(x,t)$ describes them. A natural long-wave equation for an unstable moving line is the Kuramoto--Sivashinsky equation,
\begin{equation}
\zeta_t=V_0-\nu\zeta_{xx}-K\zeta_{xxxx}+\frac{\lambda}{2}\zeta_x^2 ,
\label{ks}
\end{equation}
where subscripts $x$ and $t$ denote derivatives. Why is its last term absent when no atom desorbs, and how fast does a tilted step train move along the original growth direction?

\section*{Mechanism: a longer step with a narrower terrace}

Let the average step direction be $x$ and the direction of advance $z$. The steps are at
\begin{equation}
z_n(x,t)=nL+\zeta(x,t),
\end{equation}
so their spacing along $z$ is $L$ at every $x$. The lower terrace lies ahead of each step, at larger $z$. The flux $F$ is in monolayers per second, and adatom density $c$ is a coverage, so filling a unit area of one layer takes one unit of atoms. Every deposited atom ends in a step: there is no desorption and there are no permanent islands.

The coefficient $\lambda$ can be read from a uniform tilt, $\zeta=mx+Vt$. All derivatives of $\zeta$ above the first then vanish, and (\ref{ks}) gives
\begin{equation}
V(m)=V_0+\frac{\lambda}{2}m^2,\qquad \lambda=V''(0).
\label{tiltdef}
\end{equation}
This tilt is a shear, not a rigid rotation: in-phase meandering keeps the spacing along $z$ fixed, and so must the tilt.

Two things happen. A tilted step covers more length per unit $x$, by the factor $\sqrt{1+m^2}$. At the same time the perpendicular distance between neighbouring steps shrinks by the same factor, so each unit length of step is fed by less terrace. Without desorption the supply is proportional to terrace width, and the two effects cancel.

\section*{From the mechanism to the speed}

The perpendicular distance between the parallel lines $z=mx$ and $z=mx+L$ is
\begin{equation}
\ell=\frac{L}{\sqrt{1+m^2}} .
\end{equation}
By the same geometry, a displacement $V\,dt$ along $z$ moves the line by $V\,dt/\sqrt{1+m^2}$ along its normal. The normal speed $v$ therefore satisfies
\begin{equation}
V=\sqrt{1+m^2}\,v .
\label{project}
\end{equation}
In the steady state, each unit length of step receives the atoms landing on one terrace strip of width $\ell$, so $v=F\ell$. Hence
\begin{equation}
V=\sqrt{1+m^2}\;F\,\frac{L}{\sqrt{1+m^2}}=FL
\label{main}
\end{equation}
for every $m$, and (\ref{tiltdef}) gives $\lambda=0$. Holding $v$ fixed during the tilt would instead give $FL\sqrt{1+m^2}$ and a spurious $\lambda=FL$.

Attachment rates do not enter. They decide how many atoms join the step above or below their terrace, but each step gains from both sides, and the sum is $F\ell$. The rates may even depend on step orientation.

Nor does (\ref{main}) require the steps to be slow compared with diffusion. Let $s$ be the normal distance ahead of a straight step, in a frame moving with it. A steady density obeys
\begin{equation}
Dc''+vc'+F=0 .
\end{equation}
The current relative to the moving steps is $j=-Dc'-vc$, so $j'=F$ and $j(\ell)-j(0)=F\ell$. A step receives $-j(0)$ from the terrace ahead. It receives $j(\ell)$ from the terrace behind, because all terraces are equivalent. The total must supply one atom per site of advance, so $v=F\ell$ again. This extends the balance, not the practical range of the model: with $c=0$ at the capturing edge and no capture at the other, the coverage at $v\ell/D=1$ already peaks near 0.3, where adatoms meet often and islands can no longer be ignored.

\section*{Curved steps: the same result as a conservation law}

For a meander, take a slowly changing adatom population, so that $\partial_xj_x+\partial_zj_z=F$ on a terrace. Here $j_x$ and $j_z$ are the components of the adatom current, not derivatives. Define the current along $x$ summed over the terrace,
\begin{equation}
J(x)=\int_{\zeta}^{\zeta+L}j_x\,dz .
\end{equation}
Both limits move with $x$ at the rate $\zeta_x$, so
\begin{equation}
J_x=\int_\zeta^{\zeta+L}\partial_xj_x\,dz
+\zeta_x\bigl[j_x\bigr]_{\zeta}^{\zeta+L}.
\end{equation}
Integrating the diffusion balance over $z$ gives
\begin{equation}
FL=\int_\zeta^{\zeta+L}\partial_xj_x\,dz+\bigl[j_z\bigr]_{\zeta}^{\zeta+L}
=J_x+\bigl[j_z-\zeta_xj_x\bigr]_{\zeta}^{\zeta+L}.
\end{equation}
The last bracket is what the terrace delivers to its two bounding steps per unit $x$. Since all steps are equivalent, it is also what one step receives from its two sides, namely $\zeta_t$. Thus
\begin{equation}
\zeta_t=FL-J_x .
\label{cons}
\end{equation}
Diffusion along the step edge adds its own current to $J$ and keeps this form.

The average of $J_x$ over a period is zero, so the mean speed is $FL$ for any periodic shape. The average of $\zeta_x^2$ is positive unless the step is flat, so $\zeta_x^2$ cannot be the derivative of a periodic current. No other term can compensate its average at the same order: shifting the whole train along $z$ changes nothing, which excludes terms such as $\zeta\zeta_{xx}$.

These statements were tested on numerical solutions of the two-dimensional diffusion problem. For slopes 0, 0.5, 1 and 2, with one-sided attachment and with orientation-dependent two-sided attachment, $V/(FL)$ differed from 1 by at most $1.8\times10^{-11}$. For a meander of wavelength $8L$ and slope amplitude 0.6, with two-sided attachment and a curvature-dependent edge density, the mean differed by $1.7\times10^{-14}$.

\section*{What remains of the nonlinearity}

The dynamics is not linear; its nonlinear terms sit inside $J$. Suppose that steps capture atoms from the terrace ahead only, and that the density at the capturing edge is a constant $c_e$. For a locally straight step and slow step motion,
\begin{equation}
Dc''=-F,\quad c(0)=c_e,\quad c'(\ell)=0
\;\Rightarrow\;
c=c_e+\frac{F}{D}\Bigl(\ell s-\frac{s^2}{2}\Bigr).
\label{profile}
\end{equation}
The unit normal is $(-m,1)/\sqrt{1+m^2}$, so $j_x=Dc'm/\sqrt{1+m^2}$. At fixed $x$, $dz=\sqrt{1+m^2}\,ds$. Therefore
\begin{equation}
J=mD\int_0^\ell c'\,ds=\frac{mF\ell^2}{2}
=\frac{FL^2}{2}\,\frac{\zeta_x}{1+\zeta_x^2}.
\label{J}
\end{equation}
Expanding this long-wave current for small slope and inserting it in (\ref{cons}),
\begin{equation}
\zeta_t=FL-\frac{FL^2}{2}\zeta_{xx}
+\frac{FL^2}{2}\,\partial_x(\zeta_x^3)+\dots
\end{equation}
A long ripple, with wavenumber $k\ll1/L$, grows at the rate $FL^2k^2/2$ from this current: the step is unstable although $\lambda=0$. At finite $kL$ the diffusion field lowers the rate, by $FL^4k^4/8$ at the next order; for a wavelength of $8L$ it is $0.27F$ rather than $0.31F$. Capillarity, left out here, adds smoothing currents.

Equation (\ref{J}) is a long-wave result. At finite $kL$, $\zeta_t$ also contains a term proportional to $FL^3\partial_{xx}(\zeta_x^2)$. It too is the derivative of a current, so it leaves the mean speed alone, but it outweighs the cubic term when the slope amplitude is below about $kL$. For slope amplitude 0.5, the largest deviation of the computed current, relative to the maximum of (\ref{J}), was 2.6\% at $kL=0.1$ and 1.2\% at $kL=0.05$. Halving $k$ roughly halves the error.

\section*{Desorption restores the term}

If atoms can leave, widening a terrace no longer yields a proportional gain, and the cancellation fails. For any law $v(\ell)$ that depends on orientation only through $\ell$, write $q=\sqrt{1+m^2}$. Then $V=q\,v(L/q)$ and
\begin{equation}
\frac{dV}{dq}=v\!\left(\frac Lq\right)-\frac Lq\,v'\!\left(\frac Lq\right).
\end{equation}
Since $q-1\simeq m^2/2$ at small slope,
\begin{equation}
\lambda=v(L)-L\,v'(L),
\label{lambda}
\end{equation}
which vanishes for $v=F\ell$, as it must.

For one-sided capture, let $x_s=\sqrt{D\tau}$ be the distance diffused in the adatom lifetime $\tau$. From here on $F$ denotes the net flux, after subtracting $c_e/\tau$. The excess density $w=c-c_e$ obeys $w''-w/x_s^2=-F/D$ with $w(0)=w'(\ell)=0$, so
\begin{equation}
w=\frac{Fx_s^2}{D}\left[1-\frac{\cosh((\ell-s)/x_s)}{\cosh(\ell/x_s)}\right],
\quad v=Dw'(0)=Fx_s\tanh\frac{\ell}{x_s}.
\end{equation}
With $u=L/x_s$ and $v'(L)=F/\cosh^2u$, (\ref{lambda}) becomes
\begin{equation}
\lambda=Fx_s\left[\tanh u-\frac{u}{\cosh^2u}\right].
\label{lamdes}
\end{equation}
For small $u$ the bracket is $(u-u^3/3)-(u-u^3)=2u^3/3$, giving $\lambda\simeq\frac23FLu^2$: the term fades continuously as desorption becomes rare. For large $u$ each step collects from a strip of width about $x_s$, whatever its neighbours do. Then $v$ is independent of $\ell$ and $\lambda\to v$, the purely geometric value. At $u=5$, $\lambda/V(0)=0.999$.

At $u=1$, (\ref{lamdes}) gives $\lambda=0.342\,FL$. A tilt of slope 0.5 then raises $V$ from $0.762\,FL$ to $0.798\,FL$. A gentle meander with slope amplitude 0.1 and $kL=0.1$ gains $8.49\times10^{-4}FL$ in mean speed, against $8.54\times10^{-4}FL$ from $\frac{\lambda}{2}\langle\zeta_x^2\rangle$. The same shape without desorption gains nothing beyond rounding error.

\section*{Numbers for a copper surface}

Take rough values for vicinal Cu(100) near room temperature: an atomic spacing of about 0.26 nm (set to 0.255 nm in the calculation), 8.5 atomic rows per terrace, $F=0.01$ ML/s and $T=300$ K. Then
\begin{align}
L&=8.5\times0.255=2.1675\ \text{nm},\\
FL&=0.01\times2.1675\simeq0.0217\ \text{nm/s}.
\end{align}
Tilt the train by $m=0.5$, or $26.6^\circ$, so that $\sqrt{1+m^2}=1.118$:
\begin{align}
\ell&=2.1675/1.118=1.939\ \text{nm},\\
v&=0.01\times1.939=0.0194\ \text{nm/s},\\
V&=1.118\times0.0194=0.0217\ \text{nm/s}.
\end{align}
The normal speed falls by about 11\%, while the speed along $z$ is unchanged. Keeping the old normal speed would have given 0.0242 nm/s.

For a meander of wavelength 17.3 nm and slope amplitude 0.6, with one-sided capture and no capillarity, local speeds range from 0.0168 to 0.0249 nm/s. Their mean is still 0.0217 nm/s. Conservation fixes the average, not the motion of each point.

How well does copper meet the assumptions? With rough barriers of 0.5 eV for diffusion and 3 eV for desorption, and a common attempt rate of $10^{13}$ s$^{-1}$, $D\simeq2.6\times10^3$ nm$^2$/s and
\begin{equation}
x_s=a\exp\frac{E_{\rm des}-E_{\rm diff}}{2k_BT}
\simeq2.5\times10^{20}\ \text{nm},
\end{equation}
where $a$ is the atomic spacing. This length only signals that desorption is irrelevant: $\lambda/(FL)\simeq5\times10^{-41}$. At 1000 K, with $L$ and the barriers held fixed, the ratio is still about $10^{-11}$. That does not mean nothing evaporates there, since $F$ in this ratio is the net flux. The vapour pressure of copper near 1000 K, about $10^{-6}$ Pa, corresponds to roughly $10^{-3}$ ML/s, about a tenth of the flux used here. The mean speed falls by that share, but this loss is also proportional to terrace width, so $\lambda$ stays negligible. Averaging (\ref{profile}) gives an excess adatom coverage $FL^2/(3D)\simeq6\times10^{-6}$, so storage on the terraces is negligible too. A rough extra barrier of 0.1 eV at descending edges makes capture imperfectly one-sided and lowers the small-slope terrace current to about 0.85 of (\ref{J}), without changing the mean speed. Diffusion along the step edges, left out of this example, can also contribute strongly to the shape of real copper steps. The local speeds above therefore illustrate the model and are not a prediction for copper; the mean speed does not depend on this.

Islands are a weak point. Suppose that every encounter of two adatoms starts an island, at the rate $4D\langle c^2\rangle/a^4$ per unit area, where 4 is an assumed capture number. Neglecting $c_e$, (\ref{profile}) gives $\langle c^2\rangle=\frac{2}{15}(FL^2/D)^2$ for a straight step. Multiplying the rate by the area $L^2$ and the time per layer $1/F$ gives $8FL^6/(15Da^4)\simeq0.05$ nuclei per $L\times L$ area per deposited layer, or about 0.4 along one 17.3 nm wavelength. An island later absorbed by the advancing step returns its atoms to that step, so the long-time mean survives, although the local shape is disturbed. The estimate scales as $FL^6/D$: coverage scales as $FL^2/D$, encounters per area as $D$ times its square, the area as $L^2$ and the time per layer as $1/F$. At a fixed capture number, doubling $L$ therefore multiplies it by 64, to about 3 for the values used here. A fixed capture number is itself rough: on a square lattice, counting only the first nearest-neighbour contact of each pair gives about 0.03 at 8.5 rows and about 1 at 16.5 rows. Either way, growth by step advance alone is no longer a safe assumption at the doubled spacing. The estimate is just as sensitive to the diffusion barrier: at 300 K, lowering the barrier by 0.1 eV divides it by about 48, and raising it by 0.1 eV multiplies it by the same factor. The largest safe spacing therefore cannot be fixed from a rough barrier.

The result also needs the steps to stay in phase. If spacings differ, a step with one-sided capture and a terrace of width $L_1$ ahead moves at $FL_1$, and one function $\zeta$ no longer describes the train. The numerical output below lists the values used here.

\section*{Computed results}
\begin{verbatim}
TESTS (solver units L = F = D = 1)
largest |V/(FL) - 1|, slopes 0 to 2: 1.8e-11
moving edges, width 0.9: speed/(F L) = 0.900000
curved train, |mean V/(FL) - 1|: 1.7e-14
curved train, error of local balance: 2.5e-11
long-wave J, relative deviation at kL=0.10: 0.0257
long-wave J, relative deviation at kL=0.05: 0.0124
DESORPTION PRESENT (model cases)
L/xs=0.5: lambda/(FL) solver 0.1375, formula 0.1378, lambda/V(0) 0.1491
L/xs=1.0: lambda/(FL) solver 0.3410, formula 0.3416, lambda/V(0) 0.4486
L/xs=5.0: lambda/(FL) solver 0.1997, formula 0.1998, lambda/V(0) 0.9991
L/xs=1: V(0)/(FL) = 0.7616
L/xs=1: V(0.5)/(FL) = 0.7978
L/xs=1, slope amplitude 0.1, kL=0.1: excess/(FL) 8.486e-04
  (lambda/2)<slope^2>/(FL): 8.540e-04
  same shape, no desorption: -1.2e-14
EXAMPLE: rough values, vicinal Cu(100)
atomic spacing 0.255 nm, rows per terrace 8.5
temperature 300 K, kT 0.02585 eV, flux 0.01 ML/s
barriers: diffusion 0.5 eV, desorption 3.0 eV, edge 0.1 eV
attempt rate 1e+13 1/s
step spacing L: 2.1675 nm
speed before tilt, F L: 0.02167 nm/s
tilt slope 0.5, angle 26.57 deg
root sqrt(1+m^2): 1.11803
perpendicular width after tilt: 1.9387 nm
normal speed after tilt: 0.01939 nm/s
speed along z after tilt: 0.02167 nm/s
wrong value at fixed normal speed: 0.02423 nm/s
meander: wavelength 17.34 nm, slope amplitude 0.6
meander, one-sided, no capillarity: local speed 0.01682 to 0.02491 nm/s
meander mean speed: 0.02168 nm/s
NEGLECTED EFFECTS IN THE EXAMPLE
diffusivity: 2.591e+03 nm^2/s
desorption length: 2.54e+20 nm (300 K), 5.08e+05 nm (1000 K)
lambda/(FL): 4.8e-41 (300 K), 1.2e-11 (1000 K)
mean adatom coverage: 6.04e-06 ML
step motion during diffusion, V L/D: 1.81e-05
nuclei per L x L area per layer (capture number 4): 0.050
edge barrier length d: 11.95 nm
reduction of J at small slope, d/(d+L): 0.846
\end{verbatim}
